# First-Order Delay of the Saturated Transconductance in a Thin-Film Transistor

## Result and meaning

Consider an n-channel thin-film transistor with channel length $L$, width $W$, gate capacitance per area $C$, constant mobility $\mu$ and overdrive $U=V_{GS}-V_T$. In saturation, with the drain voltage held constant, a small gate voltage $v\,e^{j\omega t}$ produces a drain current $i_d\,e^{j\omega t}$ with

$$
g_m(\omega)=\frac{i_d}{v}=g_{m0}\left[1-j\omega\tau+O(\omega^2)\right],\qquad
\tau=\frac{4}{15}\,\frac{L^2}{\mu U},\qquad g_{m0}=\frac{WC\mu U}{L}.
$$

With the time factor $e^{j\omega t}$, the factor $1-j\omega\tau\approx e^{-j\omega\tau}$ is a delay. It is non-quasistatic in one sense: it is the first departure from the static transconductance. A model that assigns the static channel charge suitably to source and drain already contains it, as shown below. Departures from that charge model begin at $\omega^2$.

## The channel equation

Let $x$ run from the source, $x=0$, to the drain, $x=L$, and let $V(x,t)$ be the channel potential. In the gradual-channel approximation the vertical field fixes the local charge, so the electron charge per area has magnitude $Cu$ with

$$u(x,t)=V_G(t)-V_T-V(x,t).$$

The threshold is uniform, diffusion is neglected, and any trapped charge stays in equilibrium with the mobile charge. Then $\mu$ is the effective mobility of the total induced charge.

Electrons drift towards the drain with speed $\mu V_x$, where a subscript denotes a derivative. At fixed time $V_x=-u_x$. Counting the current $I$ positive when electrons move from source to drain,

$$I=WCu\,\mu V_x=-W\mu C\,u u_x=-\frac{W\mu C}{2}(u^2)_x .$$

The charge in a slice grows when more enters than leaves, so $WCu_t=-I_x$, or

$$u_t=\frac{\mu}{2}(u^2)_{xx}.$$

At the grounded source $u(0,t)=U+v\,e^{j\omega t}$. In saturation the drain voltage exceeds $V_G-V_T$. The gradual channel ends where $u=0$, and the excess voltage drops over a short region that sweeps arriving electrons into the drain. Neglecting the length of that region and the transit time through it gives $u(L,t)=0$, whatever the gate does.

## The static state

With no time dependence $(u^2)_{xx}=0$, so $u^2$ is linear in $x$. Measured from the drain by $y=1-x/L$, the profile and current are

$$u_0=U\sqrt y,\qquad I_0=\frac{W\mu C}{2L}\frac{d(u_0^2)}{dy}=\frac{W\mu C\,U^2}{2L}.$$

The sign changed because $d/dx=-(1/L)\,d/dy$. Differentiating $I_0$ with respect to $U$ gives $g_{m0}=W\mu CU/L$.

## Linearization and expansion

Write $u=u_0+u_1e^{j\omega t}$ and keep first order in $u_1$. The change of $u^2/2$ is $w=u_0u_1$, and the channel equation becomes

$$j\omega u_1=\frac{\mu}{L^2}w_{yy}.$$

Substitute $u_1=w/(U\sqrt y)$ and define $\tau_0=L^2/(\mu U)$ and $s=j\omega\tau_0$:

$$w_{yy}=s\,y^{-1/2}w,\qquad w(0)=0,\qquad w(1)=Uv,\qquad
i_d=\frac{W\mu C}{L}\,w_y(0).$$

The vanishing of $u_0$ at the drain does not spoil the linearization. Near $y=0$, $w\approx Ay$, so $u_1/u_0=w/u_0^2\approx A/U^2$ stays finite and is small for a small signal.

At $s=0$ the solution that vanishes at the drain is $w=Ay$. Insert it on the right-hand side to find the next term:

$$w_{yy}=sA\,y^{1/2}
\;\Rightarrow\; w_y=A+\frac23 sA\,y^{3/2}
\;\Rightarrow\; w=A\left[y+\frac{4}{15}s\,y^{5/2}\right].$$

The integration constants keep $w(0)=0$ and $w_y(0)=A$. The next iteration has the source term $\frac{4}{15}s^2A\,y^2$. Two integrations divide by $3\cdot4$, giving $\frac{1}{45}s^2A\,y^4$. Hence

$$w=A\left[y+\frac{4}{15}s\,y^{5/2}+\frac1{45}s^2y^4+\cdots\right].$$

The source condition gives $A=Uv/D(s)$, where $D$ is the bracket at $y=1$. Since $i_d=(W\mu C/L)A$,

$$\frac{g_m}{g_{m0}}=\frac1{D(s)},\qquad D(s)=1+\frac{4}{15}s+\frac{1}{45}s^2+\cdots .$$

To second order, $1/(1+a_1s+a_2s^2)=1-a_1s+(a_1^2-a_2)s^2$. With $a_1=4/15$ and $a_2=1/45$ this is

$$\frac{g_m}{g_{m0}}=1-\frac4{15}s+\frac{11}{225}s^2+\cdots,$$

and the linear term is the stated delay.

The whole series follows in the same way. If term $k$ is $c_ks^ky^{1+3k/2}$, then

$$\left(1+\frac{3k}2\right)\frac{3k}2\,c_k=c_{k-1},\qquad
c_k=\frac{4}{9}\,\frac{c_{k-1}}{k(k+2/3)},\qquad c_0=1.$$

This is the series of a confluent hypergeometric function, $D(s)={}_0F_1(;5/3;4s/9)$.

## Why the transconductance is not a single pole

Put $\Omega=\omega\tau_0$, so $s=j\Omega$. To second order

$$|D|^2=\left(1-\frac{\Omega^2}{45}\right)^2+\left(\frac{4\Omega}{15}\right)^2
=1+\left(\frac{16}{225}-\frac{2}{45}\right)\Omega^2=1+\frac{2}{75}\Omega^2 .$$

A single pole with the same delay would have $16/225$ in place of $2/75=6/225$. At low frequency the channel therefore shifts the phase with much less loss of magnitude than that pole.

The phase lag is the argument of $D$. The recursion gives $a_3=4/4455$. Expanding the ratio of imaginary to real part, and then the arctangent, gives

$$\arg D=a_1\Omega+\left(a_1a_2-a_3-\frac{a_1^3}{3}\right)\Omega^3+\cdots
=\frac{4}{15}\Omega\left(1-\frac{4}{825}\Omega^2+\cdots\right).$$

The three cubic contributions, about $0.0059$, $-0.0009$ and $-0.0063$, largely cancel, so the linear phase remains good well beyond $\Omega\ll1$.

At high frequency the behaviour changes. Away from the drain put $w\sim e^{S}$. The leading balance is $S_y^2=s\,y^{-1/2}$, so $S=\frac43\sqrt s\,y^{3/4}$. The real part of $\sqrt{j\Omega}$ is $\sqrt{\Omega/2}$, so apart from powers of $\Omega$ the magnitude $|g_m|$ falls as $\exp[-\frac43\sqrt{\Omega/2}]$. The signal then decays along the channel, and no constant delay describes it.

## The same delay from the stored charge

Integrate $I_x=-WCu_t$ from $x$ to $L$:

$$I(L,t)=I(x,t)-\int_x^L WC\,u_t(x',t)\,dx'.$$

Average over $0<x<L$. In the double integral, a given $x'$ is counted for all $x<x'$, which produces the weight $x'/L$. The average of $I$ follows from $I=-\frac12W\mu C(u^2)_x$ and $u(L,t)=0$. Thus

$$I(L,t)=\frac{W\mu C}{2L}u(0,t)^2-\frac{d}{dt}\int_0^L\frac{x}{L}\,WC\,u(x,t)\,dx .$$

This holds within the model for any signal that keeps the channel saturated. For slow signals the profile differs from the static one by a term of first order in the rate of change. The time derivative makes that difference second order, so the static profile suffices in the integral. With $\xi=x/L$,

$$\int_0^L\frac xL\,WC\,U\sqrt{1-\frac xL}\,dx=WLCU\int_0^1\xi\sqrt{1-\xi}\,d\xi
=WLCU\left(\frac23-\frac25\right)=\frac4{15}WLCU .$$

For a small signal $i_d=g_{m0}v-j\omega\frac4{15}WLC\,v$. Since $WLC/g_{m0}=L^2/(\mu U)=\tau_0$, the delay is again $\frac4{15}\tau_0$. Physically, part of the electron flow supplied when the gate rises must fill the channel before the drain current can follow. Charge near the drain carries the larger weight.

## Source current and step response

The current entering from the source is proportional to $w_y(1)$:

$$i_s=g_{m0}v\,\frac{1+\frac23s+\cdots}{1+\frac4{15}s+\cdots}
=g_{m0}v\left(1+\frac25s+\cdots\right).$$

It leads the gate voltage, while the drain current lags. The difference charges the channel:

$$i_s-i_d=g_{m0}v\left(\frac25+\frac4{15}\right)s=j\omega\,\frac23WLC\,v ,$$

which identifies the intrinsic gate capacitance $\frac23WLC$. A delay quoted without naming the terminal is therefore ambiguous.

In the time domain, let $r(t)$ be the drain-current change after a small gate step, divided by its final value. With Laplace variable $p$, the transform of $1-r$ is $[1-1/D(p\tau_0)]/p$. Its limit at $p\to0$ gives

$$\int_0^\infty[1-r(t)]\,dt=\frac4{15}\tau_0 .$$

Thus $\tau$ is the area delay of the step response. It is not the time at which the current first appears, nor the time to half its final value.

## Mobility that depends on overdrive

In oxide transistors the effective mobility can vary with carrier density. Let $\mu(u)=\mu_s(u/U)^\gamma$, where $\mu_s$ is its value at the source, and redefine $\tau_0=L^2/(\mu_sU)$. The current is now the gradient of $\int\mu u\,du\propto u^{2+\gamma}$, so the static profile is $u_0=Uy^{1/(2+\gamma)}$.

Take $w=\mu(u_0)u_0u_1$ as the new small-signal variable, and let $m(y)=\mu(u_0)u_0/(\mu_sU)$. The linear equation is $w_{yy}=s\,w/m$. Starting again from $w=Ay$ and integrating twice from the drain,

$$w(1)=A\left[1+s\int_0^1\frac{y(1-y)}{m(y)}\,dy+\cdots\right],\qquad
\frac{\tau}{\tau_0}=\int_0^1\frac{y(1-y)}{m(y)}\,dy .$$

The factor $1-y$ comes from exchanging the order of the two integrations. Here $m=y^q$ with $q=(1+\gamma)/(2+\gamma)$, so

$$\frac{\tau}{\tau_0}=\frac1{2-q}-\frac1{3-q}=\frac{1}{(2-q)(3-q)}
=\frac{(2+\gamma)^2}{(3+\gamma)(5+2\gamma)} .$$

At $\gamma=0$ this returns $4/15$. For $\gamma\to\infty$ it tends to $1/2$. At fixed source mobility, a positive $\gamma$ slows the part of the channel near the drain and lengthens the delay.

## A worked example

Take rough values in the regime of amorphous indium gallium zinc oxide on glass: $L=10$ µm, $W=50$ µm, $\mu=10$ cm²/Vs, $V_T=1$ V, $U=10$ V and drain voltage 15 V. The insulator is 200 nm of silicon dioxide with relative permittivity 3.9, so $C=17.27$ nF/cm² and $WLC=86.3$ fF. Then

$$\tau_0=\frac{(10^{-3}\ \mathrm{cm})^2}{(10\ \mathrm{cm^2/Vs})(10\ \mathrm V)}=10\ \mathrm{ns},
\qquad \tau=\frac4{15}\times10\ \mathrm{ns}=2.67\ \mathrm{ns}.$$

The static transconductance is $WLC/\tau_0=8.63$ µS, and the drain current $g_{m0}U/2$ is 43.2 µA.

At 10 MHz, $\Omega=0.628$. The linear phase is $-9.60^\circ$; the full function $D$ gives $-9.58^\circ$ and $|g_m|/g_{m0}=0.995$. Solving numerically with $D$, the linear law overstates the lag so that the true lag is 5% below it at 55 MHz. The magnitude is 3 dB down at 94 MHz, against 60 MHz for the single pole with delay $\tau$.

The intrinsic current-gain cutoff, estimated from low-frequency quantities as $g_{m0}/[2\pi(\frac23WLC)]$, is 23.9 MHz. There $\Omega=1.5$, and the cubic phase correction is about 1% of the linear phase.

## What a real device changes

**Overlap.** This is the largest correction here. With the drain at constant voltage, a gate–drain overlap capacitance $C_{ov}$ adds $-j\omega C_{ov}v$ to the terminal current, and hence $C_{ov}/g_{m0}$ to the apparent delay. For an assumed 3 µm overlap, taken with the full insulator capacitance and no depleted film in series, $C_{ov}=25.9$ fF and the addition is 3.0 ns. The terminal delay becomes 5.7 ns, more than twice the intrinsic value. The addition equals $(L_{ov}/L)\tau_0$, so a shorter overlap length $L_{ov}$ reduces it in proportion. With equal overlaps at source and drain, the same low-frequency estimate of the current-gain cutoff falls to 12.6 MHz. It leaves out the overlap current that reaches the drain; with that current and the full channel response, the current gain reaches unity near 13.6 MHz.

**Contacts.** A source resistance $R$ reduces the internal drive to $v-Ri_s$. Using $i_s$ above, the first-order addition to the delay is

$$\Delta\tau=\frac25\tau_0\,\frac{g_{m0}R}{1+g_{m0}R}.$$

An assumed width-normalized resistance of 10 Ω cm gives $R=2$ kΩ, $g_{m0}R=0.017$ and $\Delta\tau=0.07$ ns. This counts only the intrinsic source current. If the current of the source overlap also flows through $R$, it adds $RC_{ov}/(1+g_{m0}R)=0.05$ ns. The static loss is 86 mV, under 1% of the overdrive.

**Mobility and diffusion.** An exponent $\gamma=0.2$ lengthens the delay by 5% at fixed source mobility. Diffusion replaces $u$ in the current by $u+\phi$, where $\phi$ is the diffusion constant divided by the mobility. To first order $m$ is multiplied by $1+\phi/U$, which shortens the delay by the fraction $\phi/U$. For a single parabolic two-dimensional band of mass $0.34m_e$ at 300 K, treating all the induced charge as free, degeneracy raises $\phi$ at the source by a factor 1.15 over the thermal voltage, and by less towards the drain, where the density is lower. With the source value used throughout, the delay falls by 0.3%. A single band understates the effect in a 40 nm film, where several subbands are filled and the bands bend. A self-consistent Schrödinger–Poisson solution with hard walls and no field at the back surface gives an effective $\phi$ of about three thermal voltages at the source and a fall of about 0.9%.

**The drain end.** The gradual approximation fails where $u\to0$, because the lateral field diverges there. For a 40 nm film of relative permittivity 10, the lateral field decays over about $\lambda=\sqrt{(10/3.9)(40)(200)}$ nm $=143$ nm. Let $E_e$ be the gradual-channel field at distance $\lambda$ from the drain. If the excess 5 V drops as $\lambda E_e\sinh(\Delta L/\lambda)$, then $\Delta L\approx0.4$ µm. Replacing $L$ by $L-\Delta L$ lowers the delay by about 8%. The formula for $\lambda$ assumes a vertical field in the insulator, which is a poor assumption when $\lambda$ is below the insulator thickness, as here. The lowest Laplace mode of the two layers, with no flux through the back of the film, decays over 188 nm and gives $\Delta L\approx0.5$ µm and about 10%. This estimate covers the shortening alone. The charge stored in the end region also responds to the gate and adds delay, which can cancel a reduction of this size. The sign of the net change is therefore not settled here.

**Heating.** The dissipated power is 0.65 mW. Treating the channel as a disc of equal area on thick glass of conductivity 1.1 W/(m K) gives a steady rise of about 12 K. A third of the power is dissipated in the short end region, so on bare glass the rise is uneven: about 8 K at the source, 10 K on average and 16 K near the drain. With an assumed mobility activation energy of 20 meV, the mobility rises by about 3%, and the delay falls by nearly the same fraction at fixed overdrive. If the modulation is slow enough for the temperature to follow it, $g_m$ acquires a further thermal response outside this expansion.

**Traps.** For an assumed attempt rate of $10^{12}$ s⁻¹, a trap about 0.20 eV deep has a release time equal to $\tau$. The single-band estimate puts the Fermi level at the source about 0.03 eV below the edge of that band. With band bending, and all charge still taken as free, it lies about 0.12 eV below the local band edge at the back of the film, and 0.14 eV where $u=0.1U$. Release from these depths takes 0.1 to 0.25 ns, ten or more times faster than $\tau$. Deeper states that exchange charge during the signal would break the assumption of instantaneous equilibrium and add their own frequency dependence.

**High fields.** The insulator field is 0.55 MV/cm, far below the rough 10 MV/cm breakdown scale of good silicon dioxide. For a 3 eV barrier and tunnelling mass $0.4m_e$, the Fowler–Nordheim exponent is about $-400$, so this tunnelling path is negligible. At the source the lateral field is 0.005 MV/cm and the drift speed $5\times10^4$ cm/s, well below a rough thermal speed of $10^7$ cm/s. The gradual-channel field grows towards the drain as $y^{-1/2}$. At the distance $\lambda$ from the drain used above, that formula gives about 0.04 MV/cm and a drift speed of about $4\times10^5$ cm/s, still well below the thermal speed. The excess drain voltage makes the actual field in the end region higher, and this estimate does not cover it.

The value 2.67 ns therefore describes the intrinsic channel of this example. Comparing it with a terminal measurement requires the overlap current to be subtracted first. For the values assumed here, the density dependence of the mobility and the source contact then each change the delay by roughly 5%, and the net influence of the drain end is not settled.

All numerical values are calculated from the stated model.
